Why a Wider Gap Does Not Guarantee a Better Power Device

The argument under comment

An author compares two semiconductors for a high-voltage switch and argues as follows. "The second material has the wider gap. It therefore withstands a larger electric field before avalanche. The resistance of a drift layer falls as the cube of that field. Hence the second material makes the better power device."

I accept the first inference for the purpose of this comment: the wider-gap material is granted twice the avalanche field. The cube law also has a sound derivation, under conditions the author does not state. The question is whether the last sentence follows. To decide it, one must ask how many electrons carry the current, and how the heat they produce leaves the chip.

Point 1. What the avalanche field does provide

Consider an n-type drift layer on one side of an abrupt junction, with the other side so heavily doped that its depletion width can be neglected. The donor density N is uniform, and there are no compensating acceptors. Let x be the distance from the junction and E the magnitude of the field. E_c is the value of E at which avalanche begins, taken as a given constant, independent of doping and temperature.

In the blocking state the electrons have left the layer and each donor carries charge +q. Gauss's law then gives a field that falls linearly from its peak:

E(x) = E_c − qNx/ε.

Here ε is the permittivity. Let the layer end where the field reaches zero, at x = W. Then qNW/ε = E_c, and the blocking voltage V is the area of the triangle:

V = E_c W/2, so W = 2V/E_c.

Putting this width into N = εE_c/(qW) gives

N = εE_c²/(2qV).

A larger avalanche field thus helps twice: the layer may be thinner, by one power of E_c, and more heavily doped, by two powers.

In the conducting state the current is taken to be carried by electrons alone, with no injection of minority carriers, and the layer is taken as neutral and ohmic. Let n be its electron density, μ the mobility, and f = n/N the fraction of donors that have released their electron. The resistance multiplied by the area, called R from here on, is

R = W/(qμn) = W/(qμfN)
= (2V/E_c) × 2qV/(qμf εE_c²)
= 4V²/(εμE_c³f).

The charge q cancels. If f = 1, this is the author's cube law. The letter f is where the argument has a gap: N was fixed by the blocking state, whereas the current is carried by fN.

Point 2. A donor can count fully in blocking and hardly at all in conduction

Measure energies from the conduction-band edge. The donor level lies at −E_d and the Fermi level at ζ; E_d is an energy, while E_c is a field. A neutral donor has two spin states and an ionized donor has one, so the densities N⁰ and N⁺ of neutral and ionized donors obey

N⁰/N⁺ = 2 exp[(ζ + E_d)/(kT)].

At the densities used here the electrons follow Boltzmann statistics to good accuracy:

n = N_c exp[ζ/(kT)], N_c = 2[mkT/(2πħ²)]^(3/2),

where m is the density-of-states mass. Multiplying n by N⁺/N⁰ removes the Fermi level:

nN⁺/N⁰ = (N_c/2) exp[−E_d/(kT)] ≡ n₁.

The density n₁ depends on donor depth and temperature but not on doping. Since N⁰ = N − N⁺, the same relation can be written

N⁺ = N/(1 + n/n₁).

This formula covers both states of the device. In the depletion layer n tends to zero and N⁺ tends to N, even for a donor that is mostly neutral in conduction, as long as its level lies well above the middle of the gap, so that exchange of electrons with the valence band is negligible. That justifies the full charge used in Point 1, provided the voltage is applied slowly enough for the donors to empty. In the neutral layer, by contrast, N⁺ = n, and therefore

n²/(N − n) = n₁.

Setting n = fN and b = n₁/N gives f²/(1 − f) = b, or f² + bf − b = 0. The positive root is

f = [−b + √(b² + 4b)]/2.

Multiplying numerator and denominator by b + √(b² + 4b) turns the numerator into 4b, and dividing through by b leaves

f = 2/[1 + √(1 + 4N/n₁)].

For N much smaller than n₁, f tends to 1. For N much larger than n₁, f tends to √(n₁/N).

The border between the neutral and depleted regions is narrow in voltage. If φ is the potential drop from the neutral side, and the electrons at the edge stay in local equilibrium with it, their density is fN exp[−qφ/(kT)]. If f is below one half, the border contains a point where exactly half the donors are ionized, namely where this density equals n₁. (If f is above one half, more than half are ionized already in the neutral region.) Since fN/n₁ = (1 − f)/f, that happens at

φ = (kT/q) ln[(1 − f)/f].

For the deepest donor considered below, f = 0.00412 at 300 K, and φ is about 0.14 V. Against a blocking voltage of 2000 V this does not matter.

Point 3. The field advantage itself makes ionization harder

The author might reply that f is a fixed correction which leaves the cube law intact. It is not fixed, because N rises as E_c². Take the logarithm of f²/(1 − f) = n₁/N and differentiate at constant n₁:

[2 + f/(1 − f)] d ln f = −d ln N.

The bracket equals (2 − f)/(1 − f), so

d ln f/d ln N = −(1 − f)/(2 − f).

At fixed V, d ln N/d ln E_c = 2. Since R is proportional to E_c⁻³f⁻¹,

d ln R/d ln E_c = −3 + 2(1 − f)/(2 − f).

The exponent is −3 for full ionization and tends to −2 when f is small. One of the three powers of the field is lost. The deep limit shows this directly. With f = √(n₁/N) and the N of Point 1,

R = [4V²/(εμE_c³)] √(N/n₁)
= [4V²/(εμE_c³)] E_c √[ε/(2qVn₁)]
= 4V^(3/2)/[μE_c²√(2qεn₁)].

The resistance still falls as E_c rises, so a larger field remains useful. But the prefactor contains n₁^(−1/2), which grows exponentially with donor depth. The voltage exponent also changes, from 2 to 3/2, because a higher blocking voltage calls for lighter doping and so for a larger ionized fraction. These deep-limit exponents need compensating acceptors, of density N_a, to be much rarer than the free electrons. With acceptors, neutrality reads n(n + N_a)/(N − N_a − n) = n₁. For N_a much larger than n this gives n ≈ n₁(N − N_a)/N_a, which at a fixed ratio N_a/N does not depend on doping. R is then proportional to W, and the exponent in E_c tends to −1.

Point 4. A case with numbers

I use round model parameters and attach no material's name to them. Both layers block 2000 V, with relative permittivity 10, m equal to half the free-electron mass, and mobility 0.05 m²/(V s) at 300 K. The reference has E_c = 3×10⁸ V/m and donors 0.05 eV deep. The wide-gap layer has E_c = 6×10⁸ V/m. The field ratio is r = 2, and the cube law promises an advantage of r³ = 8.

For the reference,

W = 2 × 2000/(3×10⁸) = 1.33×10⁻⁵ m,

and N = εE_c²/(2qV) = 1.24×10²² m⁻³. The wide-gap layer is half as thick, 6.67×10⁻⁶ m, and has four times the doping, 4.97×10²² m⁻³.

First give the wide-gap layer donors of the same 0.05 eV depth. The ionized fractions at 300 K are 0.981 for the reference and 0.933 for the wide-gap layer. The resistance advantage is

8 × 0.933/0.981 = 7.6.

The author's conclusion nearly holds in this case. The small shortfall is the effect of Point 3: the same donor is less completely ionized at the higher doping.

Now let the wide-gap layer's donors lie 0.40 eV deep. Its ionized fraction at 300 K is 0.00412. The two resistances are

reference: R = 1.36×10⁻⁷ Ω m² = 1.36 mΩ cm²,
deep donors: R = 4.07×10⁻⁶ Ω m² = 40.7 mΩ cm².

The layer with twice the avalanche field has about thirty times the resistance. More field could in principle repair this, but at the deep-limit rate of E_c⁻². A thirtyfold reduction would need a further factor of √30, about 5.5, in the avalanche field. Because only 0.4 % of these donors are ionized, the figure is sensitive to other impurities. Acceptors at 1 % of the donor density, with the net doping unchanged, would raise the resistance to 114 mΩ cm², while 1 % of residual shallow donors would lower it to about 15 mΩ cm².

Where does the advantage vanish? Equal resistance requires r³f = f_ref, so the break-even fraction is

f* = 0.981/8 = 0.123.

The corresponding density follows from neutrality:

n₁* = Nf*²/(1 − f*) = 8.5×10²⁰ m⁻³.

Solving the definition of n₁ for the depth, with N_c = 8.87×10²⁴ m⁻³ at 300 K, gives

E_d* = kT ln[N_c/(2n₁*)] = 0.22 eV.

In this model, donors deeper than 0.22 eV cancel the doubled field at room temperature. The number belongs to the parameters and temperature of this example; it is not a general boundary between useful and useless dopants.

Point 5. Two replies the author could make

The first reply is that the deep-donor layer has been designed badly. Since heavy doping lowers f, a lighter doping might serve better. This deserves an answer, because the triangular field is not the best design even for shallow donors.

Let the field still be above zero at the far end of the layer, and define u = qNW/(εE_c), the fraction of the peak field lost across it, with u ≤ 1. Then

V = E_cW − qNW²/(2ε) = E_cW(1 − u/2).

With N = uεE_c/(qW), the resistance is

R = W/(qμfN) = W²/(μf uεE_c)
= V²/[εμE_c³ f u(1 − u/2)²].

Setting u = 1 recovers the earlier result. If f = 1, the best u maximizes u(1 − u/2)². The logarithmic derivative vanishes when 1/u = 1/(1 − u/2), which gives u = 2/3.

For deep donors f varies as N^(−1/2), and eliminating W gives N = uεE_c²(1 − u/2)/(qV). The quantity to maximize becomes u^(1/2)(1 − u/2)^(3/2). Its condition is

1/(2u) = (3/4)/(1 − u/2),

so 1 − u/2 = 3u/2 and u = 1/2. The deep-donor layer does prefer lighter doping.

A numerical minimization with the full expression for f gives u = 0.66 for the reference and 0.50 for the deep-donor layer at 300 K. With each layer at its best uniform doping, the ratio R_ref/R_deep rises from 0.034 to 0.037. Redesign helps slightly and does not change the verdict.

The second reply is stronger: power devices run hot, and heat frees carriers. Take the mobility of both layers to vary as T^(−3/2), so that it cancels from their ratio at equal temperature. At 450 K the deep donors are 7.1 % ionized, and R_ref/R_deep is 0.57 for the triangular design, or 0.62 with both designs optimized. The deep-donor layer is still behind, but by less than a factor of two. Solving numerically for equal resistance in the triangular design gives 500 K; somewhat above that temperature the wide-gap layer is ahead. A statement that deep donors erase the advantage must therefore name the temperature.

Point 6. Low resistance does not settle how much current the chip can carry

Return to shallow donors, so that the wide-gap layer keeps its low resistance, and consider the heat. Let J be the current per unit chip area. The conduction loss per unit area is J²R(T); switching loss is left out, as are the electrical resistances of substrate and contacts. The heat crosses a chip of thickness L and thermal conductivity κ, then a package and cooler whose thermal resistance times area is R_p. For one-dimensional flow and constant κ,

R_th = R_p + L/κ,
T − T₀ = J²R(T)R_th,

where T₀ is the temperature of the heat sink. This treats the heat as released at the top surface. It is really released throughout the drift layer, which replaces L by L − W/2, a change of at most 1.3 % in the chip term here.

If the device may not exceed a temperature T_m, the current at that ceiling is

J_m = √{(T_m − T₀)/[R_th R(T_m)]}.

This is the largest permitted current if J rises with T all the way to the ceiling. From J² = (T − T₀)/(R_th R), the condition is

1/(T − T₀) > d ln R/dT.

Because f increases with temperature, d ln R/dT is no greater than the mobility contribution 3/(2T). The condition is therefore satisfied if 2T > 3(T − T₀), that is, if T < 3T₀. With T₀ = 300 K and T_m = 450 K it holds. The same inequality says that the heat removed grows faster with temperature than the heat produced, so a uniformly heated chip held at fixed current density is stable.

Parts of one chip, however, share a voltage U, not a current density. Their heat per area is U²/R(T), which grows with temperature if R falls. Without lateral heat flow, the uniform state is then unstable if −(T − T₀) d ln R/dT > 1: a warmer part draws more current and heats further. For the shallow donors used here R rises with temperature between 300 and 450 K, so this does not happen.

Let a = R_ref(T_m)/R_wide(T_m) be the resistance advantage at the ceiling. Dividing the two current limits gives

J_wide/J_ref = √(a R_th,ref/R_th,wide).

The wide-gap chip carries less current whenever its thermal resistance is larger by a factor exceeding a.

Take L = 5×10⁻⁴ m and R_p = 2×10⁻⁶ K m²/W for both chips. Let κ be 200 W/(m K) in the reference and 10 W/(m K) in the wide-gap chip. Then

R_th,ref = 2×10⁻⁶ + 5×10⁻⁴/200 = 4.5×10⁻⁶ K m²/W,
R_th,wide = 2×10⁻⁶ + 5×10⁻⁴/10 = 5.2×10⁻⁵ K m²/W.

Their ratio is 11.6. At 450 K the electrical advantage is a = 7.87, which is smaller. The current limits are

reference: 1.16×10⁷ A/m² = 1160 A/cm²,
wide gap, poor heat conduction: 9.58×10⁶ A/m² = 958 A/cm².

The chip with nearly one eighth of the resistance carries 17 % less current than the reference. If it had κ = 200 W/(m K) as well, its limit would be 3260 A/cm², which is √7.87 = 2.8 times the reference value. The deep-donor chip of Point 4, also given that good conductivity, would reach 878 A/cm² if its current stayed uniform; this lower limit comes from its electrical resistance at 450 K. Uniformity is not assured, because its resistance falls with temperature:

d ln R/dT = 3/(2T) − [(1 − f)/(2 − f)][3/(2T) + E_d/(kT²)] = −0.0093 K⁻¹ at 450 K.

Multiplied by −(T − T₀) = −150 K this gives 1.4, which is above 1. The product already passes 1 at 366 K, where the current is only 355 A/cm². Above that current, unless lateral heat flow evens out the temperature, current can gather in a hot spot and push part of the chip over the ceiling. With a package that does not spread heat sideways, conduction within this chip suppresses the instability at 450 K only if the chip is narrower than about 2.4 mm.

A comparison at one common current, 9×10⁶ A/m², separates loss from temperature. Solving the heat balance numerically gives

reference: loss 1.48×10⁷ W/m², temperature 367 K,
wide gap, poor heat conduction: loss 2.30×10⁶ W/m², temperature 420 K.

The second chip wastes less than one sixth of the power and is still 53 K hotter. Whether it is "better" depends on the task. For conduction efficiency at this current it wins. For current per unit area below the ceiling it loses. The author's conclusion does not distinguish the two.

Point 7. When poor conduction does not matter

A low κ is not decisive by itself either, since the chip is one part of the thermal path. Equal current limits require R_th,wide = aR_th,ref. Solving for the wide-gap conductivity,

κ* = L/(aR_th,ref − R_p)
= 5×10⁻⁴/(7.87 × 4.5×10⁻⁶ − 2×10⁻⁶)
= 15 W/(m K).

Above this value the wide-gap chip has the higher limit, although 15 W/(m K) is still far below the reference's 200 W/(m K).

Alternatively, keep κ_wide = 10 W/(m K) and vary the common package resistance. The equality is

R_p + L/κ_wide = a(R_p + L/κ_ref),

and collecting the terms in R_p gives

R_p* = (L/κ_wide − aL/κ_ref)/(a − 1) = 4.4×10⁻⁶ K m²/W.

For a larger R_p the ratio of the two thermal resistances moves toward 1, and the wide-gap chip wins again. The thermal objection is thus strongest for very effective cooling. The example is such a case: at its ceiling the reference sends 150/(4.5×10⁻⁶) = 3.3×10⁷ W/m² into the cooler. With a package only a little more than twice as resistive, poor conduction in the chip would no longer reverse the ranking.

Recommendation

The conclusion should be replaced by a comparison that contains the missing quantities. For equal blocking voltage and triangular fields, and now allowing the permittivities and mobilities to differ, the resistance advantage is

a = r³ (ε_wide μ_wide f_wide)/(ε_ref μ_ref f_ref),

with μ and f of each layer taken at that layer's own operating temperature. The wide-gap layer has the lower resistance if a > 1. Under a common temperature ceiling, with a evaluated there, it has the higher current limit if a > R_th,wide/R_th,ref, as long as the current in each chip stays uniform and rises with temperature up to the ceiling.

The author should also state where these criteria apply. They assume that the donors have time to empty during blocking, that conduction through the donor levels themselves is negligible, that compensating acceptors and other donors are rare compared with the free electrons, and that conduction loss dominates. They ignore the lowering of the donor barrier by the field in conduction, which for a Coulombic deep donor would raise the 878 A/cm² of Point 6 by roughly 4 to 11 %. They also count the drift layer alone. If the current crosses the whole 5×10⁻⁴ m chip, a substrate doped to 5×10²⁴ m⁻³ with the 0.05 eV donors and the same mobility adds 0.48 mΩ cm² at 450 K, more than the 0.31 mΩ cm² of the wide-gap drift layer. Adding it to both chips lowers a from 7.87 to 3.7. If the voltage rises faster than deep donors can release their electrons, the charge in the depletion layer is no longer qN, and the blocking analysis of Point 1 must be redone. Within these limits a wide gap remains a good reason to examine a material, but the ranking has to come from a and R_th, with the series resistances of the actual device included in a wherever they are comparable with the drift resistance.

Numbers in the example were calculated in double precision.
